\section*{Forward flux sampling of memory switching in a solvable double well}

\section{A bit that almost never flips}

In a filamentary oxide memory a bit is stored as the position of the tip of a conducting filament. Ions at the tip hop back and forth all the time, and nearly every excursion towards the other memory state falls back. Retention depends on the rare excursion that does not. If a cell makes tens of millions of jumps per switching event, following it until it switches is wasteful, and a few observed events give a poor rate.

Forward flux sampling divides the excursion into stages. One stores the states in which trajectories reach an intermediate position and starts new trials from them. This raises two questions: does the answer depend on where the stages are cut, and how large is its error when many late trajectories descend from a few early ones? Both can be answered on models small enough to solve without sampling.

\section{Four sites, by hand}

Let a walker live on sites $0,1,2,3$. Site 0 is memory state $A$, site 3 is state $B$. It waits one time unit on average at each site. From 0 it goes to 1; from 1 or 2 it steps up with probability $1/4$ and down with probability $3/4$. After reaching 3 it is put back at 0. Let $t_n$ be the mean time to reach 3 from $n$:
\begin{align}
t_0&=1+t_1,\qquad t_2=1+\tfrac34t_1,\\
t_1&=1+\tfrac34t_0+\tfrac14t_2=2+\tfrac{15}{16}t_1 .
\end{align}
Hence $t_1=32$, $t_0=33$, and the switching rate is $k=1/33$.

Now cut the path at sites 1 and 2. From 1, the chance to reach 2 before 0 is $p_0=1/4$. From 2, the chance $p_1$ to reach 3 before 0 obeys $p_1=\frac14+\frac34\cdot\frac14p_1$, because a step down leads to 1, from where the walker must first regain 2. So $p_1=4/13$ and $P=p_0p_1=1/13$.

We also need the rate of attempts. An excursion from 1 lasts $d_1=1+\frac14d_2$ on average, with $d_2=1+\frac34d_1$; therefore $d_1=\frac54+\frac3{16}d_1=20/13$. Adding the unit wait at 0, one attempt takes $33/13$, and the flux of attempts is $\Phi_0=13/33$. Then
\begin{equation}
\Phi_0P=\frac{13}{33}\cdot\frac1{13}=\frac1{33}=k .
\end{equation}

\subsection*{Adding a hidden variable}

Suppose instead that each attempt carries a frozen label $s=0$ or $1$, equally likely, and passes each of two stages with probability $0.1$ or $0.5$ respectively. The true success probability is $\frac12(0.01+0.25)=0.13$. The first stage succeeds with $p_0=0.3$, but its survivors are no longer an even mixture: their shares are $0.05/0.3=1/6$ and $0.25/0.3=5/6$. Thus
\begin{equation}
p_1=\tfrac16(0.1)+\tfrac56(0.5)=\tfrac{13}{30},\qquad p_0p_1=0.13 .
\end{equation}
Restarting from the original mixture would give $0.3^2=0.09$, which is wrong. Stored states must be used as they were found.

The label also matters for the error. Among survivors the remaining success probability has mean $13/30$ and mean square $\frac16(0.01)+\frac56(0.25)=0.21$, so its relative variance is $c=0.21/(13/30)^2-1\approx0.12$. A first stage that happens to collect too many $s=1$ survivors biases everything after it, and counting successes does not reveal this.

\section{The general statement}

Let a Markov process have states $(n,s)$, where $n$ measures progress and changes by one site at a time, and $s$ is everything else. $A$ is $n\le n_A$ and $B$ is $n\ge n_B$. The rate $k$ is the number of passages to $B$ per unit time spent with $A$ visited more recently than $B$. Choose interfaces $\lambda_0<\dots<\lambda_n=n_B$ above $n_A$; as an index of interfaces and in the stage formulas below, $n$ is the number of stages, not the position. A trajectory from $A$ to $B$ must meet them in order. Let $\Phi_0$ be the number of first arrivals at $\lambda_0$ after a visit to $A$, per unit of the same time, and let the row vector $h_0(s)$ be the distribution of $s$ at these arrivals. Let $K_i(s,s')$ be the probability that a trajectory started at $(\lambda_i,s)$ reaches $\lambda_{i+1}$ before $A$, arriving with $s'$. The Markov property lets us chain the stages:
\begin{equation}
k=\Phi_0P,\qquad P=h_0K_0K_1\cdots K_{n-1}\mathbf 1 .
\label{eq:ffs}
\end{equation}
Removing an interface merges two matrices into their product, so $P$ does not depend on the later interfaces. Detailed balance is not needed.

\subsection*{The estimate has no bias}

At stage $i$, start $N$ trials from states drawn uniformly, with replacement, from the stored pool, whose composition is $\hat h_i$. Let $X_t=1$ if trial $t$ succeeds, let $s'_t$ be its arrival state, and let $\hat p_i=M/N$ for $M$ successes. Define the weighted composition $g_i=W_i\hat h_i$ with $W_i=\prod_{j<i}\hat p_j$. The new pool has composition $\frac1M\sum_tX_t\delta_{s'_t}$, so $M$ cancels:
\begin{equation}
g_{i+1}=W_i\frac MN\,\frac1M\sum_tX_t\delta_{s'_t}
=\frac{W_i}{N}\sum_{t=1}^NX_t\delta_{s'_t}.
\label{eq:g}
\end{equation}
Given stage $i$, its mean is $W_i\hat h_iK_i=g_iK_i$. By iteration the estimate $\hat P=\prod_i\hat p_i$ has mean $P$, provided the first pool has mean composition $h_0$. Runs that die out must be kept as zeros.

\subsection*{The variance}

Let $Q_i(s,s')$ be the mean of $g_i(s)g_i(s')$. Squaring (\ref{eq:g}) gives $N$ terms with equal trials and $N(N-1)$ with different ones. Equal trials contribute $W_i^2\,\mathrm{diag}(\hat h_iK_i)/N$; different trials are independent given the pool. Because $\sum_{s'}g_i(s')=W_i$, the mean of $W_i^2\hat h_i$ is the row sum $q_i$ of $Q_i$. Therefore
\begin{equation}
Q_{i+1}=\frac1N\mathrm{diag}(q_iK_i)+\Bigl(1-\frac1N\Bigr)K_i^{T}Q_iK_i ,
\label{eq:pair}
\end{equation}
and the relative variance of $\hat P$ is $\sum_{s,s'}Q_n(s,s')/P^2-1$, at any $N$.

A large-$N$ form shows the causes. Let $V_i(s)$ be the probability to reach $B$ before $A$ from $(\lambda_i,s)$, so that $V_i=K_iV_{i+1}$. The numbers $Z_i=g_iV_i$ run from $Z_0=\hat h_0V_0$ to $Z_n=\hat P$. Each increment has zero mean given the past, so increments are uncorrelated and their variances add. To leading order we replace $W_i$ and $\hat h_i$ by their exact values. One trial contributes $Y=XV_{i+1}(s')$. If $\bar v$ and $c_{i+1}$ are the mean and relative variance of $V_{i+1}$ over arrivals, then $\langle Y\rangle=p_i\bar v$ and $\langle Y^2\rangle=p_i\bar v^2(1+c_{i+1})$, so
\begin{equation}
\frac{\mathrm{Var}\,\hat P}{P^2}\simeq
\frac1N\sum_{i=0}^{n-1}\Bigl[\frac{1+c_{i+1}}{p_i}-1\Bigr]+\gamma c_0,
\qquad c_n=0 .
\label{eq:lin}
\end{equation}
With all $c=0$ this is the binomial estimate.

The factor $\gamma$ describes the first pool, taken from $M_0$ successive crossings of one long trajectory. If $s$ has two values, the matrix $R$ from one crossing to the next has eigenvalues 1 and $r$, and $R^l=\mathbf 1h_0+r^l(I-\mathbf 1h_0)$. Correlations thus decay as $r^l$, and
\begin{equation}
\gamma=\frac1{M_0^2}\Bigl[M_0+2\sum_{l=1}^{M_0-1}(M_0-l)r^l\Bigr]
\simeq\frac1{M_0}\,\frac{1+r}{1-r}.
\end{equation}
It also sets the starting matrix $Q_0=h_0^Th_0+\gamma(\mathrm{diag}\,h_0-h_0^Th_0)$.

\subsection*{Where to put the interfaces}

For $n$ stages with equal $N$ and no memory, we minimise $\sum_i1/p_i$ at fixed $\prod_ip_i=P$. The arithmetic mean of the $1/p_i$ is at least their geometric mean $P^{-1/n}$, with equality when all $p_i$ agree. Since $c\ge0$, the stage part of (\ref{eq:lin}) is never below $n(P^{-1/n}-1)/N$.

If the total number of trials $N_{\rm tot}=nN$ is fixed, this bound is $n^2(P^{-1/n}-1)/N_{\rm tot}$. With $x=-\ln P/n$ it is proportional to $(e^x-1)/x^2$. Setting the derivative to zero gives $xe^x=2(e^x-1)$, or $x=2(1-e^{-x})$, whose positive root corresponds to $p=e^{-x}\approx0.20$. This rule treats $n$ as continuous and counts trials, not their duration.

\section{A memory cell that can be solved}

Let $n=0,\dots,48$ be the mean position of a filament front of six ions. One ion hop of 0.3 nm moves the mean by 0.05 nm. A nearby defect has two positions $s$. With $z=(n-24)/16$ the free energies are
\begin{equation}
U_0=E_0(1-z^2)^2,\qquad U_1=\varepsilon+E_1(1-z^2)^2,
\end{equation}
where $E_0=0.45$ eV, $E_1=0.35$ eV and $\varepsilon=0.06$ eV. The wells are 1.6 nm apart. Moving the defect costs energy but lowers the barrier. All jumps have rates
\begin{equation}
r_{ij}=\nu\exp\Bigl[-\frac{E+(U_j-U_i)/2}{k_BT}\Bigr],
\end{equation}
with $\nu=10^{13}$ s$^{-1}$, $T=358.15$ K, $E=1.05$ eV for ion hops and 1.22 eV for defect moves. With $\pi_i\propto e^{-U_i/k_BT}$, the product $\pi_ir_{ij}$ depends on $U_i+U_j$ and is symmetric, so detailed balance holds. $A$ is $n\le8$, $B$ is $n\ge40$, and $\lambda_0=12$.

\subsection*{The rate without sampling}

Let $q(i)$ be the probability to reach $B$ before $A$ from $i$; it follows from linear equations like those for four sites. A reversible stationary process looks the same backwards, so the probability that $A$ was visited more recently than $B$ is $1-q(i)$. Hence
\begin{equation}
k=\frac{\sum_{i\notin B,\,j\in B}\pi_i[1-q(i)]r_{ij}}{\sum_i\pi_i[1-q(i)]}.
\end{equation}
The same argument, with $\lambda_0$ in place of $B$ in the numerator, gives $\Phi_0$ and $h_0$.

If the defect has no influence ($E_1=E_0$, $\varepsilon=0$), there is a closed sum. Restart each switched walker at $n_A$ and write the steady density as $\pi_j\varphi_j$, with $\varphi_{n_B}=0$. The current from $n_A$ to $n_B$ is $k=\pi_jr_j^+(\varphi_j-\varphi_{j+1})$, where $r_j^+$ is the upward rate; below $n_A$ there is no current and $\varphi$ is constant. Summing the differences and normalising the density gives
\begin{equation}
\frac1k=\sum_{j=n_A}^{n_B-1}\frac{1}{\pi_jr_j^+}\sum_{i\le j}\pi_i .
\end{equation}
This yields 79 years and agrees with the general formula to the tested one part in $10^6$.

With the defect active, $k=1.441\times10^{-9}$ s$^{-1}$, a mean life of 22 years. As a separate check, the population difference of two equal wells decays at $k_{AB}+k_{BA}=2k$; half the slowest relaxation rate of the full rate matrix is $1.4405\times10^{-9}$ s$^{-1}$. The flux form gives the same rate:
\begin{equation}
(2.958\times10^{-4}\ \mathrm{s}^{-1})(4.870\times10^{-6})
=1.441\times10^{-9}\ \mathrm{s}^{-1}.
\end{equation}

\subsection*{How strongly the defect matters}

At $\lambda_0$ the defect is moved in 17\% of arrivals. Their success probability is $2.085\times10^{-5}$, against $1.588\times10^{-6}$ for the rest. The mean is
\begin{equation}
0.8296(1.588\times10^{-6})+0.1704(2.085\times10^{-5})=4.87\times10^{-6},
\end{equation}
so the minority supplies $3.55/4.87=73\%$ of the switches, and $c_0=2.21$. Successive crossings have $r=0.62$, so 300 stored crossings are worth only about 70 independent ones.

\section{Sampling, and what placement does}

We made 400 independent runs, each with 20 discarded crossings, 300 stored ones and 500 trials per stage. Three placements of seven stages were compared, all starting from the same first pools. Two basin trajectories switched spontaneously, where 0.71 were expected; a Poisson count is 2 or more with probability 16\%. They were put back at the edge of $A$, which changes basin averages only to order $P$. The sampled flux was 0.3\% below the exact one, with a standard error of 0.25\%.

\begin{center}
\begin{tabular}{lccc}
Later interfaces & \multicolumn{3}{c}{Relative s.d. of $\hat P$}\\
 & exact & sampled & binomial\\
16, 20, 24, 28, 32, 36, 40 & 0.78 & 0.70 & 0.64\\
14, 16, 18, 20, 22, 24, 40 & 0.40 & 0.39 & 0.29\\
14, 15, 16, 18, 20, 22, 40 & 0.38 & 0.35 & 0.27
\end{tabular}
\end{center}

The mean estimates differ from $P$ by $-4.6\%$, $+0.6\%$ and $-1.2\%$, with standard errors of 3.9\%, 2.0\% and 1.9\%. Placement changes the scatter, not the expected value.

Even spacing over the whole path puts interfaces beyond the barrier, where the last three stages succeed with probability above 0.95 and teach almost nothing. The first two have $p=0.009$ and $0.012$, or about five successes each, and 12 of the 400 runs ended at zero. Discarding those would bias the rate upwards.

The third row minimises the stage part of (\ref{eq:lin}) on the lattice. Its $p_i$ range from 0.09 to 0.29: on the lower slope, for steps starting at sites 12 to 18, a one-site step has $p$ between 0.28 and 0.35 and a two-site step has $p$ between 0.08 and 0.14, so the common value $P^{1/7}\approx0.17$ is out of reach there. The gain over even spacing up to the top is small. At 3500 trials in all, the best stage variance is 0.59 for 2 stages, 0.133 for 4, 0.110 for 7, 0.115 for 10 and 0.147 for 14. The minimum is broad: from 5 to 9 stages the variance stays between 0.105 and 0.112, with the lowest value at 5. The memoryless rule, which gives $-\ln P/1.59\approx7.7$ stages, falls within this flat range but does not locate the minimum.

\subsection*{Where the extra error comes from}

For the optimised placement the variance can be split. The binomial part is $0.272^2=0.074$. The stage variance including $c$ is 0.110, so shared ancestry within the stages adds 0.036. The first pool adds $2.21/69.8=0.032$. The sum is 0.142; recursion (\ref{eq:pair}) gives $0.382^2=0.146$, the rest being of higher order in the sampling errors of the pool and the stages. The total is 1.98 times the binomial variance. An interval of two binomial standard deviations contained the exact $P$ in 88\% of runs; with the full standard deviation it was 97\%.

If slow memory is the cause, a fast defect must remove the excess. Lowering the defect-move barrier from 1.22 to 0.80 eV, with interfaces and sample sizes fixed, reduces the ratio from 1.98 to 1.03. More trials per stage cannot cure the first-pool term $\gamma c_0$; that needs a longer basin run. When $s$ is unknown, the scatter of fully independent runs includes all these contributions.

The first run alone gave $1.72\times10^{-9}$ s$^{-1}$, 19\% above the exact rate, within its expected scatter. All runs together gave $1.42\times10^{-9}$ s$^{-1}$, 1.5\% below it. One run costs $9.5\times10^4$ jumps; one direct switch costs $2.2\times10^7$. A direct count of $m$ events has relative variance $1/m$, so equal error needs $1/0.146=6.8$ events. Counting only the error of $\hat P$, the saving is about 1600-fold in jumps; the error of the sampled flux lowers it slightly.

\section{The model beside a real cell}

The parameters are round values in the rough regime of transition-metal-oxide filamentary cells. The effective activation energy of 1.43 eV is plausible for ion-driven retention loss. The mean life of 22 years is less comfortable than it sounds: $1-e^{-10/22}\approx37\%$ of such cells would switch at least once within ten years at 85 $^\circ$C, far too many for a large array. Real cells also have unequal wells, more than one defect and barriers that vary from cell to cell. A Gaussian spread of 0.05 eV, shifting the hop and defect-move barriers together, raises the mean rate 3.7 times. That mean is dominated by a few weak cells; the share that switches within ten years grows only from 37\% to 44\%. A temperature 5 K higher raises the rate 1.9 times; ion tunnelling, in the Wigner estimate with the barrier frequency set equal to $\nu$, adds 7.5\%. At 298 K the model gives $2.5\times10^5$ years, an extrapolation that assumes no other loss mechanism takes over.

Of the effects examined that speed up switching, bias is the largest. A steady 0.1 V across 5 nm of oxide, in the direction that favours switching, is a field of 0.2 MV/cm, well below the several MV/cm at which such oxides roughly break down. For charge $2e$ it does work $f=0.012$ eV per hop, or 0.192 eV over the 16 sites to the barrier top, suggesting a factor $e^{0.192/0.0309}\approx500$. The field also moves the well and the top towards each other. In the well $s=0$ is the lower state, with curvature $\kappa=8E_0/256$ per site squared; at the top $s=1$ is lower, with $\kappa=4E_1/256$ in magnitude. The two terms $f^2/2\kappa$ restore $0.005+0.013=0.018$ eV and reduce the estimate to about 280; the full rate matrix gives 241. This holds for a constant bias that falls evenly over the 5 nm, at fixed temperature; heating of the filament by the current is not in the model and would add to it. If the same voltage falls over only 3 nm, as it may when the filament conducts well, the model gives a factor of about 4000. Under a single pulse the steady flow over the barrier must first build up, which here costs a long pulse roughly a thousand seconds of its effect: a pulse of 300 s, about ten times the mean wait between jumps, causes only 7\% of the switching that the steady rate would predict. The factor therefore does not apply to isolated read pulses, which are far shorter; in the model such a pulse raises the rate only about 7 times, and only while it is on. Short pulses in rapid succession act through their time average, and approach the full factor only when the bias is on nearly all the time. Against such factors a sampling error of 38\% is modest, but it is the part that can be reduced by computing longer. The full numerical output follows.

\section*{Computed results}
\begin{verbatim}
Temperature 358.15 K, kT 0.03086 eV, attempt rate 1.0e+13 1/s
Barriers: hop 1.05 eV, defect move 1.22 eV
Collective barrier 0.45 / 0.35 eV, defect cost 0.06 eV
Site step 0.05 nm, well distance 1.60 nm
Sites: A <= 8, first interface 12, top 24, B >= 40
Level hop rate 1.6777e-02 1/s
Exact rate 1.4406e-09 1/s, mean life 22.00 years
Half the slowest relaxation rate 1.4405e-09 1/s
Decoupled well: passage time 79.23 years
Exact first flux 2.9581e-04 1/s, exact P 4.8700e-06
Entrance share with defect moved 0.1704
P from first interface: defect home 1.588e-06, moved 2.085e-05
Crossing correlation r 0.6244, c at first interface 2.211
Effective pool size 69.8 of 300 points
Runs 400, trials per stage 500, burn-in crossings 20
Sampled flux 2.9493e-04 1/s, relative error 0.0025
Switches seen in all basin runs 2, expected 0.71
[even, whole path] sites (12, 16, 20, 24, 28, 32, 36, 40)
  stage p: 0.0089 0.0124 0.0888 0.5244 0.9543 0.9992 1.0000
  mean P 4.6451e-06, runs ending at zero 12
  relative sd: exact 0.7828, sampled 0.6989, binomial 0.6370
  trial jumps per run 5.349e+04, variance x jumps 3.278e+04
[even, to top] sites (12, 14, 16, 18, 20, 22, 24, 40)
  stage p: 0.1095 0.0809 0.0915 0.1353 0.2273 0.3908 0.5000
  mean P 4.8975e-06, runs ending at zero 0
  relative sd: exact 0.3997, sampled 0.3934, binomial 0.2890
  trial jumps per run 6.899e+04, variance x jumps 1.102e+04
[optimised] sites (12, 14, 15, 16, 18, 20, 22, 40)
  stage p: 0.1095 0.2868 0.2821 0.0915 0.1353 0.2273 0.1954
  mean P 4.8099e-06, runs ending at zero 0
  relative sd: exact 0.3823, sampled 0.3540, binomial 0.2720
  trial jumps per run 6.042e+04, variance x jumps 8.830e+03
c at optimised interfaces: 2.211 1.207 0.810 0.518 0.180 0.044 0.005 0.000
Large-sample relative sd, optimised 0.3767
Variance / binomial: slow defect 1.975, fast 1.031
Runs within 2 sd of exact P: binomial sd 0.880, full sd 0.973
Ideal memoryless stage p 0.2032
Equal-p lower bound on relative sd, 7 stages 0.2576
Best 2 stages, 3500 trials in all: stage variance 0.5928
Best 4 stages, 3500 trials in all: stage variance 0.1334
Best 7 stages, 3500 trials in all: stage variance 0.1100
Best 10 stages, 3500 trials in all: stage variance 0.1145
Best 14 stages, 3500 trials in all: stage variance 0.1474
First run alone: rate 1.717e-09 1/s
Relative sd of one complete rate estimate 0.3652
All runs: rate 1.4186e-09 1/s, relative error of mean P 0.0191
Jumps: one direct switch 2.211e+07, one FFS run 9.488e+04
Direct / FFS cost at equal error 1.595e+03
Steady 0.1 V read: field 0.20 MV/cm, rate factor 241.0
Barrier spread 0.05 eV: mean-rate factor 3.71
Ion tunnelling (Wigner) rate factor 1.075
5 K warmer: rate factor 1.891, activation 1.428 eV
At 298.15 K: rate 1.270e-13 1/s, life 2.494e+05 years
\end{verbatim}
